# Longest interconnect segment in which back stress halts electromigration

## Question

I'm stuck on an exercise about a straight metal interconnect segment whose two ends don't let atoms through. A steady current pushes atoms along the line. Stress builds up and pushes back. I'm asked for the longest segment in which this back stress stops the migration, given the current density $j$, the resistivity $\rho$, the effective charge number $Z^*$, the atomic volume $\Omega$ and an allowed stress difference $\Delta\sigma$ between the two ends.

The numbers are for a narrow copper line at about 105 °C: $j=1$ MA/cm², $\rho=3\ \mu\Omega\,$cm, $Z^*=-1$, $\Omega=0.0118$ nm³ and $\Delta\sigma=100$ MPa.

Three things confuse me:

1. Atoms move by diffusion, yet no diffusivity is given, and no elastic modulus either. Is something missing?
2. One end goes into tension and the other into compression. Do I use all of $\Delta\sigma$ or half of it?
3. Why is there a *longest* segment? I'd have thought a longer line simply builds up more stress until it stops too.

## Answer

Nothing is missing. The stopped state is a balance of two forces on each atom. Diffusivity and modulus determine how quickly the balance is reached and how much metal moves on the way, but they drop out of the balance itself.

### Directions and assumptions

Let $x$ run the way the electrons drift, from the cathode end at $x=0$ to the anode end at $x=L$. Let $j$ be the magnitude of the current density, and count stress $\sigma$ as positive in tension. I assume uniform temperature, resistivity and effective charge, ends that block atoms, and a confined line that responds elastically with one effective modulus $B$. The line starts with uniform stress, taken as zero until stated otherwise.

### The force from the current

Conventional current runs against the electrons, so the field along $x$ is

$$E=-\rho j .$$

The effective charge $Z^*e$ combines the direct pull of the field on the ion with the momentum delivered by scattered electrons. Here the second part wins, which is why $Z^*$ is negative. The force on an atom is

$$F=Z^*eE=(-|Z^*|e)(-\rho j)=|Z^*|e\rho j .$$

The two minus signs cancel, so $F$ is positive: atoms are driven towards the anode.

### The force from the stress

Suppose a small piece of line of volume $V$ holds a fractional excess $\varepsilon$ of atomic volume. Its surroundings don't let it expand freely, so it is compressed:

$$\sigma=-B\varepsilon ,\qquad U=\tfrac12 B\varepsilon^2V .$$

One more atom raises $\varepsilon$ by $\Omega/V$. For a small change, the energy rises by

$$\Delta U=\frac{dU}{d\varepsilon}\,\frac{\Omega}{V}=B\varepsilon V\,\frac{\Omega}{V}=B\varepsilon\,\Omega=-\Omega\sigma .$$

An atom therefore has lower energy where the tension is larger. Force is minus the gradient of energy:

$$F_\sigma=-\frac{d}{dx}(-\Omega\sigma)=+\Omega\frac{d\sigma}{dx}.$$

The current removes atoms from the cathode end, which goes into tension, and packs them in at the anode end, which goes into compression. Then $d\sigma/dx<0$ and $F_\sigma$ points back towards the cathode. This is the back stress.

### The balance

The net force on an atom is

$$w=F+\Omega\frac{\partial\sigma}{\partial x}.$$

An atom with diffusivity $D$ drifts at the velocity $Dw/kT$. With $1/\Omega$ atoms per unit volume, the flux is

$$J=\frac{D}{\Omega kT}\,w .$$

In a steady state the flux is the same at every $x$. Since it is zero at the blocked ends, it is zero throughout. $D$ is not zero, so $w$ must be:

$$\frac{d\sigma}{dx}=-\frac{F}{\Omega}.$$

This is where $D$ drops out, and it does so even if $D$ varies with stress. The modulus does not appear either. Integrating from one end to the other gives

$$\sigma(0)-\sigma(L)=-\int_0^L\frac{d\sigma}{dx}\,dx=\frac{FL}{\Omega}=\frac{|Z^*|e\rho jL}{\Omega}.$$

The left side is the full difference between the ends, which is the quantity your exercise limits. So you use all of $\Delta\sigma$, and $FL/\Omega\le\Delta\sigma$ gives

$$\boxed{L\le L_{\max}=\frac{\Omega\,\Delta\sigma}{|Z^*|e\rho j}}$$

Written as $FL_{\max}=\Omega\Delta\sigma$, this says that the work done by the current on an atom carried along the whole line equals the energy needed to move that atom from the most tensile end to the most compressed one.

At fixed temperature, and hence fixed $\rho$, halving the current density doubles the safe length. The criterion can therefore be stated as a limit on the product $jL$.

### Could the stress overshoot on the way?

The final difference being allowed is not quite enough: the difference must also stay allowed while it builds up. Conservation of atoms settles this. The excess $\varepsilon$ grows where more atoms arrive than leave:

$$\frac{\partial\varepsilon}{\partial t}=-\Omega\frac{\partial J}{\partial x}.$$

Insert $\varepsilon=-\sigma/B$ and the flux, then multiply by $-B$:

$$\frac{\partial\sigma}{\partial t}=\frac{B}{kT}\frac{\partial(Dw)}{\partial x}.$$

Take $D$ constant. Differentiate with respect to $x$ and multiply by $\Omega$. Because $F$ is constant, the left side becomes $\partial w/\partial t$:

$$\frac{\partial w}{\partial t}=\kappa\frac{\partial^2w}{\partial x^2},\qquad \kappa=\frac{BD\Omega}{kT}.$$

The net force obeys a diffusion equation. It starts at $w=F>0$ inside the line and is held at zero at the blocked ends. Diffusion cannot turn such a profile negative, so $w\ge0$ at all times. Integrating the definition of $w$ over the line gives

$$\sigma(0)-\sigma(L)=\frac{1}{\Omega}\left(FL-\int_0^Lw\,dx\right)\le\frac{FL}{\Omega}.$$

The difference approaches its final value from below. Here, too, $D$ and $B$ have a role: they form $\kappa$, and the build-up takes a time of order $L^2/\kappa$.

### Why a longer line fails

Your intuition in point 3 is right for a line that can carry any stress. It would build up a larger difference and stop. The longest length comes from the limit on stress, not from the transport law.

Suppose the line cannot support a difference above $\Delta\sigma$. Average the net force over its length:

$$\frac1L\int_0^Lw\,dx=F-\frac{\Omega[\sigma(0)-\sigma(L)]}{L}\ge F-\frac{\Omega\Delta\sigma}{L}.$$

For $L>L_{\max}$ the right side is positive. The net force then cannot vanish everywhere, and atoms keep moving somewhere in the line.

A simple model shows how fast. Hold the end stresses at $\pm\Delta\sigma/2$, as an idealized form of yielding would, and let atoms pass through the ends. With constant $D$, a steady flux means that $w$ is uniform, so it equals its average. Divided by the flux $J_0=DF/(\Omega kT)$ of an unstressed line,

$$\frac{J}{J_0}=\frac{w}{F}=1-\frac{\Omega\Delta\sigma}{FL}=1-\frac{L_{\max}}{L}.$$

The flux goes to zero as $L$ comes down to $L_{\max}$. For a very long line it approaches the unstressed value, because a fixed stress difference spread over a great length gives a negligible gradient.

### Your numbers

The field has magnitude

$$\rho j=(3\times10^{-6}\ \Omega\,\text{cm})(10^6\ \text{A/cm}^2)=3.00\ \text{V/cm}.$$

With $|Z^*|=1$, the force is 3.00 eV/cm, which is 0.300 meV/µm. The energy on the other side of the balance is

$$\Omega\Delta\sigma=(1.18\times10^{-29}\ \text{m}^3)(10^8\ \text{Pa})=1.18\times10^{-21}\ \text{J}=7.36\ \text{meV}.$$

Therefore

$$L_{\max}=\frac{7.36\ \text{meV}}{0.300\ \text{meV/µm}}\approx 25\ \text{µm},\qquad jL_{\max}\approx2500\ \text{A/cm}.$$

The stress gradient at arrest is $F/\Omega=4.07$ MPa/µm, which makes it easy to judge other segments at the same current density:

- **A 15 µm segment** needs $4.07\times15\approx61$ MPa. That is below 100 MPa, so migration stops.
- **A 40 µm segment** needs about 163 MPa, which is not allowed. In the held-end model its flux settles at $1-24.55/40=0.386$ of the unstressed value.

As a check, I integrated the transport equation in time with blocked ends and a diffusivity that grows with tension as $e^{\Omega\sigma/kT}$. A search for the length whose final stress difference is 100 MPa gave 24.55 µm, the same as the formula. In the same model the 40 µm line, starting without stress, crossed the limit after about $0.08\,L^2/\kappa$, with $\kappa$ taken at zero stress. Turning that into hours would require the diffusivity.

### How much metal moves?

Integrate the conservation law over a line with blocked ends. The flux term vanishes at both ends, so the mean stress cannot change. For zero initial stress, the final profile is therefore centred on the middle:

$$\sigma(x)=\frac F\Omega\left(\frac L2-x\right).$$

The atoms now in excess in the anode half must have crossed the middle. Expressed as a length of line, they amount to

$$\int_{L/2}^{L}\varepsilon\,dx=\frac{F}{\Omega B}\int_{L/2}^{L}\left(x-\frac L2\right)dx=\frac{FL^2}{8\Omega B}.$$

For the 15 µm segment, with a rough effective modulus $B=30$ GPa, this is 3.82 nm. A small shift of metal is enough to stop the migration. A softer surrounding (smaller $B$) lets more metal move before arrest, but leaves $L_{\max}$ unchanged as long as the allowed $\Delta\sigma$ stays the same. In a real line that allowance can itself depend on the surroundings.

The same number can be found without any flux law. I divided the 15 µm line into 20 cells and minimized the elastic energy minus the work done by the current over all transfers between neighbouring cells. The minimum also had 3.82 nm of metal moved past the middle, and its stress gradient agreed with $F/\Omega$ to within 0.1%.

### When half of the difference matters

Your second question has a different answer if the real limit is a tension $\sigma_c$ at the cathode end, for example the tension at which a void opens. Let the line start with a uniform tension $\sigma_T$. The mean stays at $\sigma_T$, so the cathode end finishes at

$$\sigma(0)=\sigma_T+\frac{FL}{2\Omega}.$$

Setting this equal to $\sigma_c$ and solving for $L$ gives

$$L=\frac{2\Omega(\sigma_c-\sigma_T)}{F}.$$

With $\sigma_T=0$ and $\sigma_c=\Delta\sigma/2=50$ MPa, this is the earlier result. With initial tension it is shorter, although the stress *difference* at arrest for a given length is unchanged.

This matters because copper contracts more than silicon on cooling. Suppose the surroundings of the line shrink with the silicon. The copper then falls short of the space it has to fill by a volume fraction of three times the mismatch in linear expansion, which is roughly $14\times10^{-6}$ per kelvin. Treat the missing volume like missing atoms and use the same effective modulus $B$. This is an approximation, since the modulus depends on where atoms are added and on how far shear stress in the copper has relaxed. It gives a tension of

$$3(14\times10^{-6}\ \text{K}^{-1})(30\ \text{GPa})=1.26\ \text{MPa per kelvin}$$

below the stress-free temperature. Only 10 K of cooling then shortens the safe length to

$$L=\frac{2(50-12.6)\ \text{MPa}}{4.07\ \text{MPa/µm}}\approx18\ \text{µm},$$

and 40 K uses up the whole 50 MPa. This is a rough estimate without plastic relaxation. It also scales with $B$: 30 GPa is about the size for a line in silicon dioxide. In a soft dielectric the modulus, and with it the tension per kelvin, is about half as large while the copper still carries shear stress, and several times smaller once that shear has relaxed. Even so, it shows that an allowed difference must not be used as a substitute for a tension limit when the initial stress is unknown.

### If a void is already there

Suppose a void has opened at the cathode end while current still gets past it, and neglect its surface tension. The metal beside the void is then free of stress, $\sigma(0)=0$. The force balance inside the line is the same, so at arrest

$$\sigma(x)=-\frac{F}{\Omega}x .$$

The difference is still $FL/\Omega$, but all of it is now compression. If the line was unstressed before, the metal missing from the void is the excess stored along the line:

$$\int_0^L\varepsilon\,dx=\frac{F}{\Omega B}\int_0^Lx\,dx=\frac{FL^2}{2\Omega B}.$$

This is four times the amount that crossed the middle before: $4\times3.82\approx15$ nm of line length for the 15 µm segment. Migration can thus stop after a void has formed, provided the anode end bears the compression. Whether the device still works depends on the shape of the void and on the resistance it adds.

### How far to trust 25 µm

The inputs are rough but typical of a narrow copper line in use, and a critical product of a few thousand A/cm is the right general size for copper interconnects. The result is inversely proportional to the effective charge, which is itself uncertain. With everything else fixed, $|Z^*|=0.5$ gives 49 µm and $|Z^*|=2$ gives 12 µm. Real lines also break the assumption of zero initial stress, and as shown above, 10 K of cooling takes the length from 25 to 18 µm if tension is the true limit. That 10 K is only an illustration. Lines usually operate 100 K or more below their stress-free temperature, where the unrelaxed estimate gives about 126 MPa or more and a 50 MPa tension limit would leave no safe length at all. For a real line, the 50 MPa can only be read as the margin $\sigma_c-\sigma_T$ left above the tension already present. As a design rule, the limit of about 2500 A/cm on $jL$ would apply only to blocked ends, this temperature, these material values and a verified stress allowance. If atoms can enter at the cathode end and leave at the anode end, for instance, a steady flux need not vanish and the argument for arrest is lost.

The other corrections, for the same line:

- **Temperature of use.** Only the product $Z^*\rho$ enters, so both factors must refer to the same temperature. At 25 °C the resistivity would be about 2.46 µΩ cm, and combining it with a $Z^*$ that belongs to 105 °C would give 30 µm, which is too long. This does not mean that a colder line has a longer safe length. In the free-electron picture the momentum delivered by the electrons is set by $j$ and not by $\rho$, so that part of $Z^*$ varies as $1/\rho$.
- **Joule heating.** The power per unit area leaving the bottom of a line of thickness $h$ is $\rho j^2h$. Crossing a dielectric of thickness $d$ and thermal conductivity $k_d$ by straight downward flow, it causes a temperature rise $\rho j^2hd/k_d$. For $h=200$ nm, $d=500$ nm and $k_d=0.3$ W/(m K), this is 1.0 K. With $Z^*$ held fixed, the higher resistivity would shorten $L_{\max}$ by about 0.2%. Because $Z^*$ itself changes with $\rho$, the true change can be smaller or of the opposite sign, so take 0.2% as a size only. Sideways spreading would lower the rise; hot neighbouring lines would increase it.
- **Temperature gradients.** With a heat of transport $Q$, a gradient adds a force of magnitude $(Q/T)\,|dT/dx|$. Balancing it over a small temperature difference $\delta T$ between the ends takes a stress difference $Q\,\delta T/(T\Omega)$. For $Q=0.1$ eV and the full 1.0 K, that is 3.6 MPa, or about 4% of the allowance. If both ends are equally warm, the contributions cancel in the end-to-end difference. They do not cancel in the cathode tension: because the mean stress is fixed, both end stresses shift by $Q/(T\Omega)$ times the excess of the mean temperature over the end temperature. For a parabolic rise of 1.0 K at mid-line this is two thirds of 3.6 MPa, or 2.4 MPa.
- **Stress-dependent diffusion.** In the model used for the time integration, a tension of 50 MPa raises the diffusivity by about 12%. This changes the rate of approach but not the final balance.

The numerical output below lists these values together with the inputs.

## Values computed for the example and the checks

```
INPUTS (rough typical values, narrow copper line)
current density: 1.00 MA/cm2
resistivity at use temperature: 3.00 uohm cm
effective charge number: -1.0
atomic volume: 0.0118 nm3
allowed stress difference: 100 MPa
temperature of use: 378 K
effective modulus of confined line: 30 GPa
RESULT
field magnitude: 3.00 V/cm
force on an atom: 0.300 meV/um
stress gradient at arrest: 4.073 MPa/um
energy Omega*dsigma: 7.36 meV
longest safe segment, formula: 24.55 um
longest safe segment, simulated: 24.55 um
critical product jL: 2455 A/cm
TWO SEGMENTS
short segment: 15 um
its simulated final stress difference: 61.1 MPa
metal moved past its middle, formula: 3.82 nm
same, energy minimum: 3.82 nm
long segment: 40 um
stress difference it would need: 162.9 MPa
time to reach limit / (L^2/stress diffusivity): 0.076
residual flux fraction, formula: 0.386
residual flux fraction, simulated: 0.386
NEGLECTED EFFECTS (rough sizes)
thermal tension per K of cooling: 1.26 MPa/K
tension limit if dsigma is split evenly: 50 MPa
cooling that uses up the tension limit: 40 K
sample cooling: 10 K
safe length after sample cooling: 18.4 um
resistivity at 25 C: 2.46 uohm cm
length wrongly found with it: 29.9 um
safe length if |Z| = 0.5: 49.1 um
safe length if |Z| = 2.0: 12.3 um
line thickness: 200 nm
dielectric thickness: 500 nm
dielectric conductivity: 0.3 W/(m K)
Joule heating, slab estimate: 1.00 K
loss of safe length by heating: 0.22 %
heat of transport taken: 0.1 eV
thermomigration stress: 3.6 MPa
diffusivity change at tension limit: 12 %
```
